\section*{Impingement flux of a Maxwell gas on a flat surface}

\section{The result}

A dilute gas of number density $n$, molecular mass $m$ and temperature $T$ stands in front of a flat surface. The number of molecules that strike the surface per unit area and unit time is
\begin{equation}
J=n\sqrt{\frac{kT}{2\pi m}}=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mkT}},
\label{result}
\end{equation}
where $k$ is the Boltzmann constant, $p=nkT$ is the pressure and $\bar v=\sqrt{8kT/(\pi m)}$ is the mean speed. The last form is the Hertz--Knudsen expression for the impingement flux.

The gas is assumed to be classical and ideal, in thermal equilibrium, and without drift. The density $n$ counts all molecules near the surface, those that approach it and those that recede from it. The flux $J$ counts impacts. Whether a molecule stays on the surface after its impact is a separate question.

\section{The velocity distribution}

Let $f(\mathbf v)\,d^3v$ be the number of molecules per unit volume with velocity in the element $d^3v$ around $\mathbf v$. In equilibrium it is the Maxwell distribution
\begin{equation}
f(\mathbf v)=n\left(\frac{a}{\pi}\right)^{3/2}e^{-a(v_x^2+v_y^2+v_z^2)},
\qquad a=\frac{m}{2kT}.
\label{maxwell}
\end{equation}
The prefactor follows from the Gaussian integral $I=\int_{-\infty}^{\infty}e^{-av^2}dv$. Its square is an integral over a plane, which polar coordinates make elementary:
\begin{equation}
I^2=2\pi\int_0^\infty e^{-ar^2}r\,dr=2\pi\,\frac{1}{2a}=\frac{\pi}{a},
\qquad I=\sqrt{\frac{\pi}{a}}.
\label{gauss}
\end{equation}
The three velocity components give $I^3=(\pi/a)^{3/2}$, which cancels the prefactor in \eqref{maxwell}, so that $\int f\,d^3v=n$.

Three more integrals are needed. The first is contained in \eqref{gauss}; the other two follow by differentiating with respect to $a$ and changing the sign:
\begin{align}
\int_0^\infty v\,e^{-av^2}dv&=\frac{1}{2a},\label{i1}\\
\int_0^\infty v^2e^{-av^2}dv&=-\frac{d}{da}\,\frac12\sqrt{\frac{\pi}{a}}=\frac{\sqrt\pi}{4a^{3/2}},\label{i2}\\
\int_0^\infty v^3e^{-av^2}dv&=-\frac{d}{da}\,\frac{1}{2a}=\frac{1}{2a^2}.\label{i3}
\end{align}

\section{Counting the impacts}

Let the $z$ axis point from the gas into the surface. A molecule can strike the surface if $v_z>0$.

Consider first the molecules with one given velocity $\mathbf v$. Those that hit a small area $dA$ during a short time $dt$ are, at the start of that time, inside a slanted cylinder. Its base is $dA$ and its slanted edge is the vector $\mathbf v\,dt$, drawn backwards from the surface. The volume of a slanted cylinder is base times perpendicular height, and the height is $v_z\,dt$. Sideways motion tilts the cylinder but does not change its volume. The number of impacts from this velocity element is therefore
\[
f(\mathbf v)\,d^3v\;v_z\,dA\,dt .
\]
The time $dt$ is taken so short that collisions inside the cylinder can be ignored. Division by $dA\,dt$ and summation over the approaching half of velocity space give
\begin{equation}
J=\int_{v_z>0}v_z\,f(\mathbf v)\,d^3v .
\label{flux}
\end{equation}
The factor $v_z$ means that fast molecules are over-represented among the impacts: they reach the surface from farther away in the same time.

\section{The half-space integral}

The exponential in \eqref{maxwell} is a product of three factors, so the integral \eqref{flux} splits as well:
\begin{align}
J&=n\left(\frac a\pi\right)^{3/2}
\underbrace{\int_{-\infty}^{\infty}e^{-av_x^2}dv_x}_{\sqrt{\pi/a}}\;
\underbrace{\int_{-\infty}^{\infty}e^{-av_y^2}dv_y}_{\sqrt{\pi/a}}\;
\underbrace{\int_0^\infty v_z e^{-av_z^2}dv_z}_{1/(2a)}\notag\\
&=n\sqrt{\frac a\pi}\,\frac1{2a}=\frac{n}{2\sqrt{\pi a}} .
\end{align}
With $a=m/(2kT)$ the root becomes $2\sqrt{\pi a}=\sqrt{4\pi m/(2kT)}=\sqrt{2\pi m/(kT)}$, and
\begin{equation}
J=n\sqrt{\frac{kT}{2\pi m}} .
\label{first}
\end{equation}
This is the first form in \eqref{result}.

\section{The mean speed and the factor one quarter}

Molecules with speed between $v$ and $v+dv$ fill a spherical shell of volume $4\pi v^2dv$ in velocity space. With \eqref{i3} the mean speed is
\begin{equation}
\bar v=\frac1n\int_0^\infty v\,f\,4\pi v^2dv
=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}
=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .
\end{equation}
Since $J=n/(2\sqrt{\pi a})$, the ratio $J/(n\bar v)$ is $\tfrac12\cdot\tfrac12=\tfrac14$.

The quarter has a geometrical origin. Let $\theta$ be the angle between $\mathbf v$ and the $z$ axis, so that $v_z=v\cos\theta$. If $f$ depends on the speed alone, speed and direction can be averaged separately. Half of all molecules approach the surface. Averaged over these, the cosine is
\begin{equation}
\langle\cos\theta\rangle=
\frac{\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta}{\int_0^{\pi/2}\sin\theta\,d\theta}
=\frac{1/2}{1}=\frac12 .
\end{equation}
Hence
\begin{equation}
J=\frac n2\;\bar v\;\frac12=\frac{n\bar v}4 .
\end{equation}
One factor $\tfrac12$ selects the approaching molecules, and the other accounts for their oblique directions.

This argument did not use the Gaussian form, so $J=n\bar v/4$ holds for any isotropic distribution. As an example, let $f$ have the constant value $c$ inside a velocity sphere of radius $V$ and vanish outside. Then $n=4\pi cV^3/3$. A slice of the sphere at fixed $v_z$ is a disc of area $\pi(V^2-v_z^2)$, so
\[
J=\pi c\int_0^V v_z(V^2-v_z^2)\,dv_z=\frac{\pi cV^4}{4}=\frac{3}{16}\,nV .
\]
The mean speed is
\[
\bar v=\frac{1}{n}\int_0^V c\,v\,4\pi v^2dv=\frac{\pi cV^4}{n}=\frac34V ,
\]
and one quarter of it is again $3V/16$. The form with $p$ and $T$, by contrast, does not hold for every isotropic distribution. It is derived below for the Maxwell distribution.

\section{From density to pressure}

Pressure is the momentum delivered per unit area and time. A molecule that is reflected like light from a mirror reverses $v_z$ and delivers $2mv_z$. Impacts occur at the rate $v_zf\,d^3v$, so
\begin{equation}
p=2m\int_{v_z>0}v_z^2f\,d^3v
=2mn\sqrt{\frac a\pi}\,\frac{\sqrt\pi}{4a^{3/2}}
=\frac{mn}{2a}=nkT ,
\end{equation}
where \eqref{i2} was used. Mirror reflection is not essential. In equilibrium the receding molecules also have a Maxwell distribution, whatever happened to each one at the wall. Arrival and departure then contribute $nkT/2$ each.

Inserting $n=p/(kT)$ in \eqref{first} gives
\begin{equation}
J=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\label{hk}
\end{equation}

The temperature dependence is determined by what is held fixed. At fixed density $J$ grows as $\sqrt T$, because the molecules are faster. At fixed pressure it falls as $1/\sqrt T$, because the density falls as $1/T$.

Now let two vessels at temperatures $T_1$ and $T_2$ be joined by a hole much smaller than the mean free path. In the steady state equal numbers pass in both directions, so \eqref{hk} requires
\begin{equation}
\frac{p_1}{\sqrt{T_1}}=\frac{p_2}{\sqrt{T_2}} .
\label{transpiration}
\end{equation}
The fluxes are equal, but the pressures are not. If a gauge measures the true pressure, its reading should therefore be combined with the temperature of the gas at the gauge. An ionization gauge responds to the density instead, so its reading must first be converted to the true pressure.

\section{A surface that absorbs}

Suppose that a fraction $s$ of the impacts sticks and the rest returns with the thermal distribution at $T$. Let the surface be small, and let distant walls still supply the full approaching half of the Maxwell distribution. The approaching molecules have density $n/2$, where $n$ is the density of the undisturbed gas. The receding ones have density $(1-s)n/2$. Far from the small surface the density returns to $n$. Directly at the surface, at a distance much smaller than its width, the local density is
\begin{equation}
n_s=\frac n2+(1-s)\frac n2=n\left(1-\frac s2\right).
\end{equation}
The flux is still $J=n\bar v/4$ with the undisturbed $n$, because it depends on the approaching half alone. In terms of the local density,
\begin{equation}
J=\frac{n_s\bar v}{2(2-s)} .
\end{equation}
For $s=0$ this is the usual quarter. For $s=1$ it is $n_s\bar v/2$, since all molecules near the surface then approach it. Using the local density in $n\bar v/4$ would give half the true flux in that case.

\section{A gas that drifts}

Let the whole distribution move towards the surface with velocity $u$. With $g(w)=\sqrt{a/\pi}\,e^{-aw^2}$ and $w=v_z-u$,
\begin{equation}
J(u)=n\int_{-u}^{\infty}(w+u)\,g(w)\,dw .
\end{equation}
In the derivative with respect to $u$, the moving lower limit contributes nothing, because $w+u$ vanishes there. What remains is
\[
\frac{dJ}{du}=n\int_{-u}^\infty g(w)\,dw ,
\]
which equals $n/2$ at $u=0$. To first order
\begin{equation}
J(u)\approx\frac{n\bar v}4+\frac{nu}2=\frac{n\bar v}{4}\left(1+\frac{2u}{\bar v}\right).
\label{drift}
\end{equation}
A drift away from the surface has $u<0$ and lowers the flux. When $u$ is much larger than the thermal speed, the lower limit tends to $-\infty$ and $J\to nu$, as for a uniform stream.

\section{From impacts to evaporation}

Let a solid or liquid be in equilibrium with its own vapour at pressure $p_{\rm eq}(T)$. The number of molecules that condense per area and time is $sJ(p_{\rm eq})$, and in equilibrium the same number must evaporate. Assume that evaporation is a property of the surface and does not depend on the vapour above it, and that $s$ is constant. Let the arriving molecules have the Maxwell distribution of a gas without drift, at the temperature of the surface but at another pressure $p$. The net evaporation rate is then
\begin{equation}
J_{\rm net}=\frac{s\,(p_{\rm eq}-p)}{\sqrt{2\pi mkT}} .
\end{equation}
It vanishes at $p=p_{\rm eq}$. Under these assumptions it is largest in vacuum, $p=0$, and since $s\le1$ it cannot exceed $p_{\rm eq}/\sqrt{2\pi mkT}$.

The condition of no drift matters, because net evaporation itself can make the vapour move away from the surface. If the vapour has a shifted Maxwell distribution at the temperature of the surface, with the small drift speed $J_{\rm net}/n$, then by \eqref{drift} the arriving flux is lowered by $J_{\rm net}/2$. With $p=nkT$ in the drifting vapour, the net rate is then larger than the formula gives by the factor $1/(1-s/2)$, which is two for $s=1$. This factor belongs to the assumed distribution and is not a general correction. Next to a real evaporating surface the molecules that leave and those that arrive need not form one shifted Maxwell distribution, and the factor can then be different.

\section{Worked example: water vapour on an aluminium film}

An aluminium film grows at 1 nm/s in a vacuum evaporator that has not been baked. The residual gas is taken to be water vapour at $10^{-6}$ Torr and 300 K. These are rough typical values.

The pressure is $1.333\times10^{-4}$ Pa, and a water molecule of 18.015 u has the mass $2.991\times10^{-26}$ kg. With $kT=4.142\times10^{-21}$ J,
\[
J=\frac{1.333\times10^{-4}}{\sqrt{2\pi\,(2.991\times10^{-26})(4.142\times10^{-21})}}\ \mathrm{m^{-2}\,s^{-1}}
=4.78\times10^{18}\ \mathrm{m^{-2}\,s^{-1}},
\]
or $4.78\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$. The other route uses $n=p/(kT)=3.22\times10^{10}\ \mathrm{cm^{-3}}$ and $\bar v=594$ m/s:
\[
\frac{n\bar v}4=\frac{(3.22\times10^{10})(5.94\times10^{4})}{4}\ \mathrm{cm^{-2}\,s^{-1}}
=4.78\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}} .
\]

A surface has roughly $10^{15}$ atomic sites per cm$^2$. The time for one impact per site, on average, is $10^{15}/(4.78\times10^{14})\approx2.1$ s. If every impact stuck, a clean surface would collect about one monolayer in this time. At the same temperature and $10^{-8}$ Torr the time is a hundred times longer.

The growing film is covered by fresh metal meanwhile. Assume that every arriving aluminium atom sticks and that the film has the density of the bulk metal. With this density of 2.70 g/cm$^3$ and an atomic mass of 26.98 u, or $4.48\times10^{-23}$ g, the arriving aluminium flux is
\[
\frac{(10^{-7}\ \mathrm{cm/s})(2.70\ \mathrm{g/cm^3})}{4.48\times10^{-23}\ \mathrm{g}}
=6.03\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}} .
\]
There are thus $4.78\times10^{14}/(6.03\times10^{15})=0.079$ water impacts per aluminium atom, or about one for every 13 atoms. This is an upper limit on the direct uptake of water in the model; the uptake is smaller by the factor $s$. At fixed gas temperature the ratio is proportional to the pressure and inversely proportional to the growth rate. Lower pressure and faster growth both reduce it.

\section{How far a real evaporator departs from the model}

One serious assumption is that the approaching half of the distribution is complete. Fresh aluminium also coats the chamber walls, and where these walls absorb water they no longer send back a full thermal flux. The gas is then neither uniform nor isotropic, and the flux depends on where the water enters and where it is absorbed. The factor of two found above for $s=1$ belongs to a small absorber in an undisturbed gas. It shows the size of the error that a local density can cause, but it is not a bound for a coated chamber.

At fixed pressure the temperature enters only through a square root. If the gas before the film is at 400 K instead of 300 K and its pressure is the same, the flux changes by the factor $\sqrt{300/400}$, a fall of 13\%. If the warm region instead exchanges gas with a 300 K region as in \eqref{transpiration}, its pressure is higher and the flux is unchanged. An error in the pressure reading passes to $J$ in the same proportion.

Pumping causes a drift. A pump that removes 500 L/s through a chamber cross-section of 0.20 m$^2$ corresponds to $u=0.5/0.20=2.5$ m/s. For a shifted Maxwell distribution, \eqref{drift} raises the flux on a surface facing this drift by $2u/\bar v\approx0.8\%$. This is only an order of magnitude. Collisions are too rare here to form such a distribution (see below), and the pump acts instead as an absorbing opening, of area $0.5\ \mathrm{m^3\,s^{-1}}/(\bar v/4)\approx34$ cm$^2$ if it keeps every molecule. Far from the opening the effect is of the order of one per cent or less. Close to it the missing molecules lower the local density: 5 cm in front of such an opening, the flux on a surface that faces away from it exceeds the value from the local density by roughly 9\%.

Collisions among water molecules are rare. The relative velocity of two molecules has twice the variance of a single velocity, so the mean relative speed is $\sqrt2\,\bar v$. For hard spheres of collision diameter $d$ the collision rate is $n\pi d^2\sqrt2\,\bar v$, and the mean free path is $1/(\sqrt2\,\pi d^2n)$. With the rough value $d=0.4$ nm it is 44 m, against a chamber size of 0.3 m. The molecules travel from wall to wall, which is why the state of the walls matters so much.

Water can also collide with the aluminium vapour. Atoms from a source at roughly 1500 K have a mean speed of 1085 m/s in the source gas. In a narrow collisionless beam that meets the film at normal incidence, the flux divided by the density equals this speed, which gives $5.6\times10^{10}$ atoms per cm$^3$ at the film. This is a rough value: a source that sustains 1 nm/s across the chamber has vapour above it dense enough for the aluminium atoms to collide with each other, so the real beam is not collisionless near the source. A water molecule that crosses a length $L=0.3$ m of such vapour at right angles with the mean speed $\bar v$ has roughly the collision probability
\[
n_{\rm Al}\,\pi d^2L\,\frac{\sqrt{\bar v_{\rm Al}^2+\bar v^2}}{\bar v}\approx1.7\% ,
\]
with the same $d$. The root is the relative speed for perpendicular motion, and $L/\bar v$ is the time of exposure. Slower water molecules are exposed for longer and are scattered more often. The vapour is denser near the source, so paths that pass there are scattered more.

The ideal classical gas itself is a very good approximation here. The molecular size enters through $nd^3\approx2\times10^{-12}$. Quantum statistics would matter if $n\lambda^3$ were near one, where $\lambda=h/\sqrt{2\pi mkT}=0.024$ nm is the thermal wavelength and $h$ the Planck constant. Here $n\lambda^3\approx4\times10^{-16}$. Attraction between water molecules is not contained in $nd^3$, but their mean spacing $n^{-1/3}$ is about 3 $\mu$m, thousands of molecular diameters. For this example the uncertainty lies in the walls, the pressure reading and the sticking fraction, and much less in the gas law.

Numerical values quoted here were computed with a short program.
